\section*{The Asaro-Tiller-Grinfeld instability: which ripples grow on a stressed surface, part 1}

(Sections cited here and not found follow in the second part.)

\section{The stressed surface and its chemical potential}

\subsection{Definitions and conventions}

A solid fills the region $y<h(x)$, with vacuum above it. It is uniform along $z$ and so deep that a disturbance of its surface dies out before it reaches the bottom. The solid is isotropic and linearly elastic, with Young modulus $E$ and Poisson ratio $\nu$. Tensile stress is positive. Hooke's law reads
\begin{equation}
\varepsilon_{xx}=\frac{\sigma_{xx}-\nu(\sigma_{yy}+\sigma_{zz})}{E},\qquad
\varepsilon_{xy}=\frac{1+\nu}{E}\,\sigma_{xy},
\label{hooke}
\end{equation}
and the other components follow by exchanging indices. The elastic energy per volume is $w=\tfrac12\sigma_{ij}\varepsilon_{ij}$, summed over repeated indices.

In the flat state, $h=0$, the stress is uniform. Its nonzero components are $\sigma_{xx}=\sigma$ and $\sigma_{zz}=s$. The number $\sigma$ may have either sign, and $s$ is arbitrary: $s=\sigma$ describes an equibiaxially stressed film, and $s=\nu\sigma$ describes a body stretched along $x$ with its length along $z$ held fixed.

The surface is then rippled,
\begin{equation}
h(x)=a\cos kx,\qquad k=\frac{2\pi}{\lambda},\qquad ka\ll1 .
\label{ripple}
\end{equation}
The ripple moves matter but leaves the mean height unchanged. The mean strain is held fixed, as it is for a film bonded to a thick substrate. The extra displacement caused by the ripple is therefore periodic in $x$, has no $z$ component and does not depend on $z$. In particular, the ripple adds no $\varepsilon_{zz}$.

The surface costs an energy $\gamma$ per area, with the area measured before elastic deformation, and $\gamma$ is independent of orientation and strain. Surface stress, which would load the solid wherever the surface is curved, is left out; its effect is estimated in the second half. Strains are small, so the difference between a profile measured before and after elastic deformation is also neglected. Curvature is counted positive on a crest:
\begin{equation}
\kappa=-\frac{h''}{(1+h'^2)^{3/2}} .
\label{curv}
\end{equation}
Primes denote derivatives with respect to $x$.

\subsection{Theorem}

Define
\begin{equation}
k_c=\frac{2(1-\nu^2)\sigma^2}{E\gamma},\qquad
\lambda_c=\frac{2\pi}{k_c}=\frac{\pi E\gamma}{(1-\nu^2)\sigma^2}.
\label{theorem}
\end{equation}
Under the assumptions above, to leading order in $ka$:

(a) The ripple changes the total energy per area by $\tfrac14\gamma a^2k(k-k_c)$. This is negative if and only if $\lambda>\lambda_c$.

(b) If the surface evolves by surface diffusion, or by exchange of atoms with a reservoir in equilibrium with the flat surface, the ripple grows exponentially for $\lambda>\lambda_c$, is neutral at $\lambda_c$, and decays for $\lambda<\lambda_c$.

The statement concerns linear stability. It gives the threshold and the initial rate, and says nothing about the shape reached once $ka$ is no longer small. A general small profile that is uniform along $z$ is a sum of ripples. To first order these evolve independently, so the theorem applies to each wavelength separately.

The proof needs three results: the stress field under the ripple, the resulting energy density at the surface, and the rule that turns energy density and curvature into a chemical potential.

\subsection{Lemma 1: the stress under a ripple}

To first order in $ka$, the ripple adds to the flat state the stresses
\begin{align}
\sigma^{(1)}_{xx}&=-\sigma ak\,(2+ky)\,e^{ky}\cos kx,\label{sxx}\\
\sigma^{(1)}_{yy}&=\sigma ak\,(ky)\,e^{ky}\cos kx,\label{syy}\\
\sigma^{(1)}_{xy}&=-\sigma ak\,(1+ky)\,e^{ky}\sin kx.\label{sxy}
\end{align}

\paragraph{Proof.} The outward normal of the surface is parallel to $(-h',1)$. A free surface carries no traction, so at $y=h(x)$
\begin{equation}
-h'\sigma_{xx}+\sigma_{xy}=0,\qquad -h'\sigma_{xy}+\sigma_{yy}=0 .
\label{traction}
\end{equation}
Write each stress as its flat value plus a first-order part. In the first condition the leading product is $h'\sigma$, because $h'\sigma^{(1)}_{xx}$ is of second order. In the second condition $h'\sigma_{xy}$ is already of second order, since the flat state has no shear. The conditions may also be imposed at $y=0$ instead of $y=h$: the flat stress is uniform, so the shift changes only first-order stresses, and by an amount of second order. Hence
\begin{equation}
\sigma^{(1)}_{xy}(x,0)=\sigma h'=-\sigma ak\sin kx,\qquad
\sigma^{(1)}_{yy}(x,0)=0 .
\label{bc}
\end{equation}
The slope of the surface thus acts on the solid below like a periodic shear load.

Let the added stresses derive from an Airy function $\phi$:
\begin{equation}
\sigma^{(1)}_{xx}=\partial_y^2\phi,\qquad
\sigma^{(1)}_{yy}=\partial_x^2\phi,\qquad
\sigma^{(1)}_{xy}=-\partial_x\partial_y\phi .
\label{airy}
\end{equation}
Equilibrium then holds identically, for instance $\partial_x\sigma^{(1)}_{xx}+\partial_y\sigma^{(1)}_{xy}=\partial_x\partial_y^2\phi-\partial_x\partial_y^2\phi=0$.

The strains must also come from a displacement, which requires $\partial_y^2\varepsilon_{xx}+\partial_x^2\varepsilon_{yy}=2\partial_x\partial_y\varepsilon_{xy}$. Since $\varepsilon^{(1)}_{zz}=0$, Hooke's law gives $\sigma^{(1)}_{zz}=\nu(\sigma^{(1)}_{xx}+\sigma^{(1)}_{yy})$. Inserting this in \eqref{hooke},
\begin{equation}
\varepsilon^{(1)}_{xx}=\frac{1+\nu}{E}\left[(1-\nu)\sigma^{(1)}_{xx}-\nu\sigma^{(1)}_{yy}\right],
\label{planestrain}
\end{equation}
and $\varepsilon^{(1)}_{yy}$ follows by exchanging $x$ and $y$. With \eqref{airy}, and after division by $(1+\nu)/E$, the compatibility condition becomes
\begin{equation}
(1-\nu)(\partial_x^4\phi+\partial_y^4\phi)-2\nu\,\partial_x^2\partial_y^2\phi
=-2\,\partial_x^2\partial_y^2\phi .
\end{equation}
Moving the right side to the left gives the mixed derivative the coefficient $2(1-\nu)$. A common factor $1-\nu$ drops out, leaving
\begin{equation}
(\partial_x^2+\partial_y^2)^2\phi=0 .
\label{biharm}
\end{equation}

For $\phi=f(y)\cos kx$ this reads $(d^2/dy^2-k^2)^2f=0$. Its solutions are $e^{ky}$, $ye^{ky}$, $e^{-ky}$ and $ye^{-ky}$. The last two grow with depth, where $y\to-\infty$, and are excluded. Thus $f=(A+By)e^{ky}$.

The condition $\sigma^{(1)}_{yy}=-k^2f\cos kx=0$ at $y=0$ gives $A=0$. The shear stress is $-\partial_x\partial_y\phi=kf'(y)\sin kx$, where here the prime means $d/dy$, and $f'(0)=B$. Equation \eqref{bc} then demands $kB=-\sigma ak$, so $B=-\sigma a$. The derivatives
\begin{equation}
\frac{df}{dy}=B(1+ky)e^{ky},\qquad \frac{d^2f}{dy^2}=Bk(2+ky)e^{ky}
\end{equation}
inserted in \eqref{airy} give \eqref{sxx}--\eqref{sxy}.

No other part needs to be added. Any other harmonic has zero load at the surface, and the same two conditions set its coefficients to zero. For the average over $x$, equilibrium makes the mean $\sigma^{(1)}_{xy}$ and $\sigma^{(1)}_{yy}$ independent of depth, hence zero as at the surface. The mean $\varepsilon^{(1)}_{xx}$ vanishes because the added displacement is periodic, and with it the mean $\sigma^{(1)}_{xx}$. $\square$

\paragraph{Meaning.} At the surface the stress along $x$ is
\begin{equation}
\sigma_{xx}(x,0)=\sigma\,(1-2ak\cos kx).
\label{surfacestress}
\end{equation}
A crest is free to relax sideways and carries less stress than the flat surface. A trough carries more. This holds for tension and compression alike, because the correction is proportional to $\sigma$. The disturbance reaches a depth of about $1/k$, which is $\lambda/2\pi$.

\subsection{Lemma 2: the energy density at the surface}

To first order, the elastic energy density at the surface changes by
\begin{equation}
\delta w=-\frac{2(1-\nu^2)\sigma^2}{E}\,ak\cos kx ,
\label{dw}
\end{equation}
whatever the uniform stress $s$ along $z$.

\paragraph{Proof.} The energy density is a quadratic form in the strain. Its first-order change is therefore the flat stress times the added strain,
\begin{equation}
\delta w=\sigma\,\varepsilon^{(1)}_{xx}+s\,\varepsilon^{(1)}_{zz}=\sigma\,\varepsilon^{(1)}_{xx},
\label{dw1}
\end{equation}
because $\varepsilon^{(1)}_{zz}=0$. At the surface $\sigma^{(1)}_{yy}=0$, so \eqref{planestrain} gives
\begin{equation}
\varepsilon^{(1)}_{xx}=\frac{(1+\nu)(1-\nu)}{E}\,\sigma^{(1)}_{xx}
=-\frac{2(1-\nu^2)}{E}\,\sigma ak\cos kx .
\label{exx}
\end{equation}
Multiplication by $\sigma$ yields \eqref{dw}. $\square$

\paragraph{Remark.} The factor $1-\nu^2$ comes from the strain added by the ripple, and does not require the flat state itself to be one of plane strain. An equibiaxial film and a plane-strain body with equal $\sigma$ therefore have equal thresholds. They differ if they are compared at equal imposed strain $\varepsilon$ along $x$, since $\sigma=E\varepsilon/(1-\nu)$ in the first case and $\sigma=E\varepsilon/(1-\nu^2)$ in the second.

In an equibiaxial film every in-plane direction is equivalent, so the result holds for a ripple running in any direction. For unequal in-plane stresses, the formula with $\sigma=\sigma_{xx}$ describes ripples running along $x$.

\subsection{Lemma 3: the chemical potential}

Let $F$ be the elastic plus surface energy for one period of the surface and unit length along $z$. When the profile changes by $\delta h(x)$ at fixed mean strain,
\begin{equation}
\delta F=\int (w+\gamma\kappa)\,\delta h\,dx ,
\label{var}
\end{equation}
with $w$ taken at the surface. With $\Omega$ the volume per atom, an atom at the surface has the chemical potential
\begin{equation}
\mu=\mu_0+\Omega\,(w+\gamma\kappa),
\label{mu}
\end{equation}
where $\mu_0$ belongs to a flat surface without stress. Within the stated energy model, \eqref{var} does not need a small slope.

\paragraph{Proof.} The energy is
\begin{equation}
F=\int dx\int^{h(x)}w\,dy+\gamma\int\sqrt{1+h'^2}\,dx .
\label{energy}
\end{equation}
Three things change with $h$. First, the upper limit of the volume integral moves, which contributes $\int w\,\delta h\,dx$.

Second, the solid already present deforms by a further displacement $\delta u_i$. Its energy changes by
\begin{equation}
\int\!\!\int\sigma_{ij}\,\partial_j\delta u_i\,dx\,dy
=\int\!\!\int\partial_j(\sigma_{ij}\,\delta u_i)\,dx\,dy ,
\end{equation}
where equilibrium, $\partial_j\sigma_{ij}=0$, was used. The right side is an integral over the boundary of traction times displacement. The traction vanishes on the free surface. The two vertical sides, one period apart, cancel because stress and $\delta u_i$ are periodic. Deep in the solid only $\sigma_{xx}$ and $\sigma_{zz}$ remain, and they exert no force on a horizontal plane. The whole term is zero.

Third, the surface changes its length. Integration by parts over a period gives
\begin{equation}
\gamma\int\frac{h'\,\delta h'}{\sqrt{1+h'^2}}\,dx
=-\gamma\int\left(\frac{h'}{\sqrt{1+h'^2}}\right)'\delta h\,dx .
\end{equation}
The derivative in the bracket is
\begin{equation}
\frac{h''}{\sqrt{1+h'^2}}-\frac{h'^2h''}{(1+h'^2)^{3/2}}=\frac{h''}{(1+h'^2)^{3/2}}=-\kappa ,
\end{equation}
so the surface term is $\gamma\int\kappa\,\delta h\,dx$. The sum of the three parts is \eqref{var}.

Adding one atom adds the volume $\Omega$, that is, $\int\delta h\,dx=\Omega$ per unit length along $z$ for one atom per unit length. If this matter is placed near a point $x$, \eqref{var} gives an energy $\Omega(w+\gamma\kappa)$ per atom, besides the energy $\mu_0$ of an atom in the unstressed bulk. $\square$

\paragraph{Meaning.} The new atom joins the strained lattice and must take on the strain of the place where it lands. It therefore pays the local energy density $w$. Curvature makes crests costly, while stress relief makes them cheap. The sign of the sum decides whether atoms leave the crests or gather there.

\section{The threshold, the growth rates and a worked case}

\subsection{Symbols and results carried over}

The solid lies below $h=a\cos kx$, with $k=2\pi/\lambda$ and $ka\ll1$. It has Young modulus $E$, Poisson ratio $\nu$, surface energy $\gamma$ and atomic volume $\Omega$. The flat surface carries the stress $\sigma$ along $x$. The mean strain is fixed, and curvature $\kappa$ is positive on crests. The first half gives the added shear load at the surface, the change of energy density there, and the chemical potential:
\begin{equation}
\begin{gathered}
\sigma^{(1)}_{xy}=-\sigma ak\sin kx,\qquad
\delta w=\sigma\varepsilon^{(1)}_{xx}=-\frac{2(1-\nu^2)\sigma^2}{E}ak\cos kx,\\
\mu=\mu_0+\Omega(w+\gamma\kappa).
\end{gathered}
\label{carry}
\end{equation}
A change of profile costs the energy $\int(w+\gamma\kappa)\,\delta h\,dx$.

We now have the stress under a small ripple, the change it makes in the elastic energy density at the surface, and the chemical potential of a surface atom. It remains to prove parts (a) and (b) of the theorem from these results, to treat films on other supports, and to work through the example of a tantalum film.
